# Does a variational second-order energy forgive an unconverged ground state?

**Question**

I compute static polarizabilities with density functional perturbation theory. The second-order energy comes from a variational functional, which I minimize with respect to the first-order orbitals. As I understand it, the error of a variational quantity is quadratic in the error of the orbitals. I therefore stop the ground-state calculation once the total energy is good to a few meV, and spend the effort on the response equations.

Is that reasoning sound? Does the variational property also protect the result against errors in the ground-state orbitals? If not, how large is the damage, and can it be removed without converging further?

**Answer**

The protection covers the first-order orbitals only. An error in the ground-state orbitals generally enters the second-order energy linearly, even if the response equations are then solved perfectly. The reason appears once the energy is expanded about a determinant that is not the ground state.

**Setting up the functional**

Take a closed-shell Kohn-Sham system with real orbitals in a fixed finite basis, in atomic units. Indices \(i,j\) denote occupied orbitals and \(a,b\) virtual ones. The field adds the potential energy \(+\lambda z\) to each electron, and the energy is

\[
E(\lambda)=E_0+\lambda E_1+\lambda^2E_2+\dots,\qquad \alpha=-2E_2 ,
\]

because the induced part of the energy is \(-\tfrac12\alpha\lambda^2\).

Any nearby determinant is reached by \(C\to C\,e^{K}\), where the antisymmetric matrix \(K\) has the virtual-occupied block \(\kappa_{ai}\) and the occupied-virtual block \(-\kappa^T\). To second order the occupied orbitals become

\[
\phi_i'=\phi_i+\sum_a\kappa_{ai}\phi_a-\tfrac12\sum_j(\kappa^T\kappa)_{ji}\phi_j .
\]

The last term preserves the normalization. With two electrons per orbital, the density \(2\sum_i\phi_i'^2\) changes by

\[
n^{(1)}=4\sum_{ai}\kappa_{ai}\phi_a\phi_i,
\]
\[
n^{(2)}=2\sum_i\Big(\sum_a\kappa_{ai}\phi_a\Big)^2-2\sum_{ij}(\kappa^T\kappa)_{ij}\phi_i\phi_j .
\]

The energy changes by the Kohn-Sham matrix \(F\) contracted with the change of the density matrix, plus half the Hartree-exchange-correlation kernel \(f\) contracted twice with \(n^{(1)}\). Hence

\[
E_0[\kappa]=E_0[0]+g\cdot\kappa+\tfrac12\,\kappa\cdot A\kappa+O(\kappa^3),
\]

where the dot means a sum over all pairs \(ai\), and

\[
g_{ai}=4F_{ai},
\]
\[
A_{ai,bj}=4(F_{ab}\delta_{ij}-F_{ij}\delta_{ab})+16\,(ai|f|bj).
\]

The factor 16 is the square of the 4 in \(n^{(1)}\). This expansion holds about any determinant, provided \(F\) is built from that determinant's own orbitals. I assume this throughout. At the ground state \(g=0\).

The field contributes \(\lambda\, b\cdot\kappa\) at first order in \(\kappa\), with \(b_{ai}=4z_{ai}\). Insert \(\kappa=\lambda\kappa_1\) and collect the terms in \(\lambda^2\):

\[
E_2[\kappa_1]=\tfrac12\,\kappa_1\cdot A\kappa_1+b\cdot\kappa_1 .
\]

This is the variational functional. It is stationary when \(A\kappa_1=-b\), the response equation. If \(\kappa_1\) solves it and a trial vector is off by \(\eta\), then

\[
E_2[\kappa_1+\eta]-E_2[\kappa_1]=(A\kappa_1+b)\cdot\eta+\tfrac12\,\eta\cdot A\eta=\tfrac12\,\eta\cdot A\eta .
\]

This is the quadratic error you have in mind. For a stable ground state \(A\) is positive definite, so the error is also positive: \(E_2\) comes out too high and \(\alpha\) too small. But \(A\) and \(b\) were held fixed here, and both are built from the zeroth-order orbitals.

**What an error in the ground state does**

Let \(C_0\) be the converged orbitals and \(C_\delta=C_0e^{K_\delta}\) the ones you actually have, with a small rotation \(\delta\). Let \(C_0e^{K(\lambda)}\) be the true ground state in the field, where

\[
\kappa(\lambda)=\lambda\kappa_1+\lambda^2\kappa_2+\dots
\]

Now apply the same field-dependent rotation to the wrong orbitals and consider the energy

\[
G(\delta,\lambda)=E\big[C_0e^{K_\delta}e^{K(\lambda)};\lambda\big].
\]

At \(\delta=0\) this is the exact energy \(E(\lambda)\). A small \(\delta\) only varies a determinant that is stationary at that value of \(\lambda\), so \(G\) has no term linear in \(\delta\), whatever \(\lambda\) is. Its \(\lambda^2\) coefficient is therefore \(E_2+O(\delta^2)\), where \(E_2\) is the true value.

The same coefficient can be found by expanding about \(C_\delta\), where the gradient \(g\) is not zero. The term \(g\cdot\kappa(\lambda)\) contributes \(g\cdot\kappa_2\) at order \(\lambda^2\), so

\[
E_2[\kappa_1;\delta]+g\cdot\kappa_2=E_2+O(\delta^2).
\]

Here \(E_2[\kappa_1;\delta]\) is the functional with \(A\) and \(b\) taken from the wrong orbitals. Minimizing it moves \(\kappa_1\) by an amount of order \(\delta\), and because the functional is stationary this changes its value only at order \(\delta^2\). The minimized value thus has the error

\[
\boxed{\;\Delta E_2=-\,g\cdot\kappa_2+O(\delta^2),\qquad g=A\delta+O(\delta^2)\;}
\]

and correspondingly \(\Delta\alpha=+2\,g\cdot\kappa_2\).

The second-order orbitals are normally absent from \(E_2\) because they are multiplied by the ground-state gradient, which vanishes at convergence. If it does not vanish, leaving them out is an error of first order in \(\delta\).

The total energy behaves differently. At the ground state the linear term is missing, so \(\Delta E_0=\tfrac12\,\delta\cdot A\delta\) to leading order.

**The second-order rotation**

To see that \(\kappa_2\) is not zero in general, require that the virtual-occupied block of the rotated Kohn-Sham matrix vanish in the field at each order in \(\lambda\):

\[
e^{-K}Fe^{K}=F+[F,K]+\tfrac12[[F,K],K]+\dots
\]

Write \(F_0\) for the converged matrix without field and \(F_1=z+f n_1\) for the first-order change, where \(f n_1\) is the potential induced by the first-order density \(n_1\). At order \(\lambda\) the condition, multiplied by 4, is \(A\kappa_1+b=0\) again.

At order \(\lambda^2\) there are four contributions:

- \([F_0,K_2]\), together with the potential induced by the density linear in \(\kappa_2\), gives \(A\kappa_2\) after multiplication by 4.
- \([F_1,K_1]\) has the block \(\sum_bF_{1,ab}\kappa_{1,bi}-\sum_j\kappa_{1,aj}F_{1,ji}\).
- The density \(n^{(2)}\) formed with \(\kappa_1\), and the curvature of the exchange-correlation potential, give \(F_2=f n^{(2)}+\tfrac12 f' n_1^2\). Here \(f'\) is the density derivative of the local exchange-correlation kernel, since I use a local functional.
- \(\tfrac12[[F_0,K_1],K_1]\) has no virtual-occupied block: \(F_0\) is block diagonal, one commutator with \(K_1\) makes it off-diagonal, and the second makes it block diagonal again.

The result is

\[
A\kappa_2=-q,
\]
\[
q_{ai}=4\Big[\sum_bF_{1,ab}\kappa_{1,bi}-\sum_j\kappa_{1,aj}F_{1,ji}+F_{2,ai}\Big].
\]

Since \(A\) is symmetric, the leading error can also be written

\[
\Delta E_2=-\delta\cdot A\kappa_2=\delta\cdot q .
\]

Self-consistency is not the cause of the linear error. For independent electrons \(f=f'=0\) and \(F_1=z\), and the commutator part of \(q\) generally remains.

**Consequences**

*The sign is not fixed.* Reversing \(\delta\) reverses the leading error. Minimizing the functional with unconverged ground-state orbitals can therefore give a value below the true \(E_2\), and the minimum principle no longer provides a bound.

*The total energy is a weak criterion.* Since \(A\) is positive definite, the Cauchy-Schwarz inequality gives, to leading order,

\[
|\Delta E_2|=|\delta\cdot A\kappa_2|\le\sqrt{\delta\cdot A\delta}\,\sqrt{\kappa_2\cdot A\kappa_2}
=\sqrt{2\,\Delta E_0}\,\sqrt{\kappa_2\cdot A\kappa_2}.
\]

Along a fixed direction of \(\delta\) with \(\delta\cdot A\kappa_2\neq0\), reducing the energy error a hundredfold reduces the response error only tenfold, to leading order. The gradient is itself of first order in \(\delta\), so along such a direction it falls at the same rate as the response error, and \(|\Delta E_2|\le|g|\,|\kappa_2|\) to the same order. This bound need not be tighter than the one above, and both require \(\kappa_2\).

*Symmetry can remove the linear term.* In a molecule with inversion symmetry, reversing the field is equivalent to inverting the molecule. So \(\kappa_1\) is odd and \(\kappa_2\) is even. To first order an odd \(\delta\) gives an odd \(g=A\delta\), so the linear term \(\delta\cdot A\kappa_2\) vanishes and only an error of order \(\delta^2\) remains. A self-consistency cycle that starts from a symmetric density and preserves the symmetry produces an even \(\delta\), for which this argument gives no protection.

*Other perturbations.* If the external potential also has a part \(\lambda^2V_2\), its expectation value belongs to \(E_2\) and has its own linear error. The argument with \(G\) is unchanged, so the boxed formula still holds, with \(4V_{2,ai}\) added to \(q_{ai}\). This assumes that the basis does not move with the perturbation.

**How large is it? Ethylene as an example**

I computed C2H4 with the field along the C-C axis, using LDA (Slater exchange, VWN correlation) and the 6-31G basis at a chosen planar geometry. The converged result is \(\alpha=4.504\) Å³, or 30.40 bohr³, and a finite-field calculation agrees. The basis lacks polarization and diffuse functions, and 6-31+G* raises \(\alpha\) by about 0.6 Å³ to 5.13 Å³, so this value is a reference for convergence errors, not a prediction of the measured polarizability.

First I kept the ground state converged and spoiled only \(\kappa_1\). The size of the error is relative to the norm of \(\kappa_1\).

| Size | Error of α (Å³) |
|---|---|
| 0.1 | −0.0666 |
| 0.01 | −0.00067 |

A tenfold smaller orbital error gives a hundredfold smaller error in \(\alpha\), and \(\alpha\) is too small in both rows, as derived.

Then I rotated the ground-state orbitals by \(\pm\delta\), along the direction of the error left by the first self-consistency cycle, and solved the response equation fully each time.

| Norm of δ | Energy error (eV) | Error of α, +δ (Å³) | Error of α, −δ (Å³) |
|---|---|---|---|
| 0.01 | 0.0081 | −0.00825 | +0.00891 |
| 0.001 | 0.000081 | −0.000855 | +0.000861 |

The energy error falls by a factor of 100, the error of \(\alpha\) by only about 10, and its sign reverses when \(\delta\) is reversed. The formula \(2\,\delta\cdot A\kappa_2\) gives a slope of −0.858 Å³ per unit of \(\delta\). For \(\delta=0.01\) it predicts

\[
-0.858\times0.01=-0.0086\ \text{Å}^3,
\]

against the computed −0.0082 Å³. The difference is of second order in \(\delta\). The two tables should be compared for their powers, not row by row, because the two sizes are defined differently.

An odd rotation of norm 0.01 along \(\kappa_1\) changes \(\alpha\) by only 0.00007 Å³, and that error is quadratic, as the symmetry argument requires. Other odd directions can give a larger error, but they too have no linear term.

With your criterion of a few meV, a self-consistency run (density mixing 0.7) looks like this, where \(F\), \(A\) and \(g\) are rebuilt from the output orbitals of each cycle, as assumed above:

| Cycle | Energy error (eV) | Error of α (Å³) | After correction (Å³) |
|---|---|---|---|
| 1 | 1.13 | −0.054 | +0.051 |
| 6 | 0.0078 | +0.0057 | +0.00027 |
| 8 | 0.0011 | +0.0020 | +0.00004 |

From cycle 6 to cycle 8 the energy error falls by a factor of \(0.00779/0.00109\approx7.1\), and the error of \(\alpha\) by \(0.00565/0.00204\approx2.8\), close to \(\sqrt{7.1}\approx2.7\). The small excess comes mostly from the second-order part of the error: subtracting the remainders in the last column leaves \(0.00538/0.00200\approx2.7\). At cycle 8 the polarizability is off by \(0.00204/4.504\approx0.045\,\%\) of the converged value. That may be good enough for you here, but the size of the error depends on \(\kappa_2\) and on the direction of \(\delta\), which the total energy does not reveal. At the energy error of cycle 8 the Cauchy-Schwarz bound allows 0.025 Å³ in \(\alpha\), about twelve times the tabulated error, and it is reached for \(\delta\) parallel to \(\kappa_2\). The figure also rests on rebuilding \(F\). If the orbital energies in \(A\) are instead the eigenvalues of the cycle's input Hamiltonian, with the kernel still taken at the output density, the errors at cycles 6 and 8 are +0.032 and +0.012 Å³, about six times larger. That variant is not covered by the boxed formula or by the correction below. A system with a soft orbital rotation, meaning a small eigenvalue of \(A\), can have a large \(\kappa_2\) and be more sensitive.

**Removing the linear error**

The last column uses the corrected value

\[
E_2^{\rm corr}=E_2+g\cdot\kappa_2,\qquad \alpha^{\rm corr}=\alpha-2\,g\cdot\kappa_2,
\]

with every quantity on the right evaluated from the current, unconverged orbitals. Using the current \(\kappa_2\) is sufficient: it is wrong by order \(\delta\) and is multiplied by \(g\), itself of order \(\delta\). The remaining error is \(O(\delta^2)\).

At cycle 8 the correction reduces the error about fiftyfold. At cycle 1, where \(\delta\) has norm 0.12, it hardly reduces the magnitude of the error. The linear term there is \(-0.858\times0.118\approx-0.10\) Å³, and the higher-order remainder, about +0.05 Å³, is half as large with the opposite sign. The uncorrected error of −0.054 Å³ is small only because the two partly cancel, and subtracting the linear term leaves about +0.047 Å³. The correction, built from the current orbitals, differs from the linear term by higher-order terms and leaves +0.051 Å³.

The price is one more linear system with the same matrix \(A\), plus the construction of \(q\). The simpler remedy is to continue the ground-state calculation until the gradient \(g\), rather than the change in total energy, is small enough for the accuracy you want in \(\alpha\). The correction is useful mainly as an estimate of the error of the uncorrected value, once \(\delta\) is small enough for the linear term to dominate: at cycle 8 it gives 0.00200 Å³ against an error of 0.00204 Å³, but at cycle 1 about −0.105 Å³ against −0.054 Å³.

All of this assumes fixed integer occupations. The boxed formula uses only stationarity and an invertible \(A\); the minimum principle and the Cauchy-Schwarz bound also need \(A\) positive definite. Metals with fractional occupations need additional variables that I have not treated. The numerical check below tests the linear coefficient in two directions, the powers of the errors and the symmetry exception.

## Table of computed values

```
C2H4, LDA (Slater + VWN), 6-31G, field along C-C axis
C position |z| = 0.665 A; H |y| = 0.93 A, |z| = 1.23 A
basis functions 26, occupied 8, grid points 18696
converged total energy = -2117.108016 eV
alpha, variational = 4.504340 A^3 = 30.39679 bohr^3
alpha, finite field = 4.504340 A^3
smaller field step = 0.10284 eV/A (force)
k2, relative mismatch with finite field = 1.3e-06
Error in first-order orbitals (relative size): alpha error
  0.100: -0.066649 A^3
  0.030: -0.005998 A^3
  0.010: -0.000666 A^3
  fitted power of the size = 2.000
Error in zeroth-order orbitals, |delta|: energy error (eV);
  alpha error for +delta, -delta, +delta corrected (A^3)
  0.030: 7.299e-02; -0.022751, +0.028727, +3.02e-03
  0.010: 8.121e-03; -0.008248, +0.008912, +3.29e-04
  0.003: 7.312e-04; -0.002544, +0.002604, +2.94e-05
  0.001: 8.125e-05; -0.000855, +0.000861, +3.26e-06
  powers: energy 2.000, alpha 0.993, corrected 2.002
Slope of alpha per unit delta (A^3): measured, formula
  SCF direction: -0.85799, -0.85799
  random direction: -0.39237, -0.39237
  odd direction, measured: -5.3e-12
  odd direction, |delta| = 0.01: alpha error +0.000066 A^3, power 2.000
SCF cycles, density mixing 0.7: |delta|; energy error (eV);
  alpha error, corrected alpha error (A^3)
  1: 1.18e-01; 1.13e+00; -5.41e-02, +5.14e-02
  2: 6.88e-02; 4.05e-01; +4.70e-02, +1.26e-02
  3: 4.24e-02; 1.50e-01; -1.88e-02, +5.51e-03
  4: 2.57e-02; 5.59e-02; +1.63e-02, +1.89e-03
  5: 1.58e-02; 2.09e-02; -7.97e-03, +7.37e-04
  6: 9.62e-03; 7.79e-03; +5.65e-03, +2.69e-04
  7: 5.88e-03; 2.91e-03; -3.15e-03, +1.02e-04
  8: 3.59e-03; 1.09e-03; +2.04e-03, +3.77e-05
```
